# Intrinsic Anomalous Hall Conductivity and the Massive Dirac Cone, Derived Twice: verification in Python

```python
"""
Intrinsic anomalous Hall conductivity from Berry curvature.

Result under test (electron charge -e, temperature zero):
    sigma_yx = (e^2/hbar) sum_n integral d^2k/(2 pi)^2 f_n Omega_n
    Omega_n  = d_x A_y - d_y A_x,   A = i <u_n | grad_k u_n>
For H = hbar v (kx sigma_x + ky sigma_y) + Delta sigma_z this becomes
    sigma_yx = (e^2/2h) sign(Delta)    for |mu| < |Delta|
    sigma_yx = (e^2/2h) Delta/|mu|     for |mu| > |Delta|
Symbols: v cone velocity, Delta half the gap, mu chemical potential,
f_n occupation, u_n cell-periodic state, Omega_n Berry curvature.
Cone energies are in eV and lengths in nm; the driven-state and lattice
tests use dimensionless units with hbar = 1.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]], dtype=complex)
SZ = np.array([[1, 0], [0, -1]], dtype=complex)


def expand(a):
    return np.asarray(a)[..., None, None]


def kubo_curvature(h, hx, hy):
    """Curvature of every band from H and its two k derivatives."""
    energy, u = np.linalg.eigh(h)
    udag = np.conj(np.swapaxes(u, -1, -2))
    x = udag @ hx @ u
    y = udag @ hy @ u
    gap = energy[..., :, None] - energy[..., None, :]
    gap = gap + np.diag(np.full(h.shape[-1], np.inf))
    return -2 * np.sum((x * np.swapaxes(y, -1, -2)).imag / gap**2, axis=-1)


def linear_h(model, kx, ky):
    """H = H0 + kx B + ky C for model = (H0, B, C)."""
    return model[0] + expand(kx) * model[1] + expand(ky) * model[2]


def linear_curvature(model, kx, ky):
    return kubo_curvature(linear_h(model, kx, ky), model[1], model[2])


def loop_phase(model, kx, ky, band):
    """Discrete Berry phase along a closed list of k points."""
    u = np.linalg.eigh(linear_h(model, kx, ky))[1][:, :, band]
    links = np.sum(np.conj(u) * np.roll(u, -1, axis=0), axis=1)
    return -np.angle(np.prod(links / np.abs(links)))


def driven_velocity_slope(model, k, band, force=1e-3, tau=8.0):
    """d<v_x>/d(e E_y) from Schroedinger evolution, field switched on slowly."""
    t_end = 5 * tau

    def ramp_integral(t):
        return 0.5 * (t * (1 + math.erf(t / tau))
                      + tau / math.sqrt(math.pi) * math.exp(-(t / tau)**2))

    velocity = []
    for f in (force, -force):
        def h_of_t(t, f=f):
            ky = k[1] - f * (ramp_integral(t) - ramp_integral(t_end))
            return model[0] + k[0] * model[1] + ky * model[2]
        start = np.linalg.eigh(h_of_t(-t_end))[1][:, band].astype(complex)
        run = solve_ivp(lambda t, y: -1j * (h_of_t(t) @ y), (-t_end, t_end),
                        start, method="DOP853", rtol=1e-10, atol=1e-12)
        assert run.success
        psi = run.y[:, -1] / np.linalg.norm(run.y[:, -1])
        velocity.append(np.vdot(psi, model[1] @ psi).real)
    return (velocity[0] - velocity[1]) / (2 * force)


# Anomalous velocity and curvature for a two-band and a three-band model
cone_unit = (0.8 * SZ, SX, SY)
three_band = (np.diag([-1.5, 0.0, 2.0]).astype(complex),
              np.array([[0, .6, .2j], [.6, .1, .5], [-.2j, .5, 0]]),
              np.array([[0, -.5j, .3], [.5j, 0, -.4j], [.3, .4j, .2]]))
k_test = (0.3, 0.2)
driven = []
for model in (cone_unit, three_band):
    omega = linear_curvature(model, *k_test)
    slope = driven_velocity_slope(model, k_test, 0)
    assert abs(slope - omega[0]) < 1e-4
    half = 0.005
    px = k_test[0] + half * np.array([-1, 1, 1, -1])
    py = k_test[1] + half * np.array([-1, -1, 1, 1])
    for n in range(len(omega)):
        flux = loop_phase(model, px, py, n) / (2 * half)**2
        assert abs(flux - omega[n]) < 1e-3
    assert abs(np.sum(omega)) < 1e-12
    partner = (model[0].conj(), -model[1].conj(), -model[2].conj())
    reversed_omega = linear_curvature(partner, -k_test[0], -k_test[1])
    assert np.allclose(reversed_omega, -omega, atol=1e-12)
    driven.append((slope, omega[0]))

# Massive cone with round parameters
delta, mu, speed, field = 0.050, 0.100, 5.0e5, 1.0e4
hv = const.hbar * speed / const.e * 1e9
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2
ANGLES = np.array([0.2, 1.3, 2.9, 4.4])


def cone(mass):
    return (mass * SZ, hv * SX, hv * SY)


def fermi_k(mass, level):
    return math.sqrt(level**2 - mass**2) / hv


def band_hall(mass, band, k_start, k_stop):
    """Hall contribution in e^2/h of one band filled from k_start to k_stop."""
    if math.isinf(k_stop):
        scale = abs(mass) / hv
        k = k_start + scale * NODES / (1 - NODES)
        jac = scale / (1 - NODES)**2
    else:
        k = k_start + (k_stop - k_start) * NODES
        jac = k_stop - k_start
    kx = k[:, None] * np.cos(ANGLES)
    ky = k[:, None] * np.sin(ANGLES)
    omega = linear_curvature(cone(mass), kx, ky)[..., band].mean(axis=1)
    return np.sum(WEIGHTS * jac * k * omega)


def cone_hall(mass, level):
    """Lower-band and upper-band Hall contributions in e^2/h."""
    k_low = fermi_k(mass, level) if level < -abs(mass) else 0.0
    lower = band_hall(mass, 0, k_low, math.inf)
    upper = 0.0
    if level > abs(mass):
        upper = band_hall(mass, 1, 0.0, fermi_k(mass, level))
    return lower, upper


def hall_formula(mass, level):
    return 0.5 * mass / max(abs(mass), abs(level))


for k in (0.0, 0.1, 0.4, 1.5):
    eps = math.hypot(delta, hv * k)
    numeric = linear_curvature(cone(delta), k * 0.6, k * 0.8)
    closed = hv**2 * delta / (2 * eps**3)
    assert np.allclose(numeric, [closed, -closed], rtol=1e-8, atol=1e-10)
for mass in (delta, -delta):
    for level in (-0.2, -0.1, -0.06, 0.0, 0.03, 0.06, 0.1, 0.2):
        assert abs(sum(cone_hall(mass, level))
                   - hall_formula(mass, level)) < 1e-7

kf = fermi_k(delta, mu)
assert abs(np.linalg.eigvalsh(linear_h(cone(delta), kf, 0.0))[1] - mu) < 1e-12
phi = 2 * np.pi * np.arange(2000) / 2000
berry_phase = loop_phase(cone(delta), kf * np.cos(phi), kf * np.sin(phi), 1)
assert abs(berry_phase + np.pi * (1 - delta / mu)) < 1e-4
lower, upper = cone_hall(delta, mu)
assert abs(upper - berry_phase / (2 * np.pi)) < 1e-4

# Effect of keeping only cone states below a cutoff energy
cutoff = 1.0
cut_hall = band_hall(delta, 0, 0.0, fermi_k(delta, cutoff)) + upper
assert abs(cut_hall - (lower + upper - delta / (2 * cutoff))) < 1e-7


# Lattice model whose low-energy cone at k = 0 has the given mass
def lattice_terms(kx, ky, mass):
    h = (expand(np.sin(kx)) * SX + expand(np.sin(ky)) * SY
         + expand(mass + 2 - np.cos(kx) - np.cos(ky)) * SZ)
    hx = expand(np.cos(kx)) * SX + expand(np.sin(kx)) * SZ
    hy = expand(np.cos(ky)) * SY + expand(np.sin(ky)) * SZ
    return h, hx, hy


def lattice_gap_hall(mass, n=400):
    grid = 2 * np.pi * np.arange(n) / n
    total = 0.0
    for kx_part in np.array_split(grid, 8):
        kx, ky = np.meshgrid(kx_part, grid, indexing="ij")
        total += kubo_curvature(*lattice_terms(kx, ky, mass))[..., 0].sum()
    return total * (2 * np.pi / n)**2 / (2 * np.pi)


def lattice_pocket_hall(mass, level, n_angle=48):
    """Contribution of the upper-band electron pocket around k = 0."""
    x, w = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for a in 2 * np.pi * (np.arange(n_angle) + 0.5) / n_angle:
        c, s = math.cos(a), math.sin(a)
        edge = brentq(lambda k: np.linalg.eigvalsh(
            lattice_terms(k * c, k * s, mass)[0])[1] - level, 0.0, 0.5,
            xtol=1e-13)
        k = edge * (x + 1) / 2
        omega = kubo_curvature(*lattice_terms(k * c, k * s, mass))[:, 1]
        total += np.sum(w * edge / 2 * k * omega)
    return total / n_angle


small_mass, small_mu = 0.05, 0.10
gap_plus = lattice_gap_hall(small_mass)
gap_minus = lattice_gap_hall(-small_mass)
assert abs(gap_plus - round(gap_plus)) < 1e-4
assert abs(gap_minus - round(gap_minus)) < 1e-4
assert abs(gap_plus - gap_minus - 1) < 1e-4
doped_change = []
for shrink in (1.0, 0.5):
    m, level = small_mass * shrink, small_mu * shrink
    # The gap stays open while the mass shrinks, so the integers are kept.
    doped_change.append(round(gap_plus) - round(gap_minus)
                        + lattice_pocket_hall(m, level)
                        - lattice_pocket_hall(-m, level))
errors = [abs(c - small_mass / small_mu) for c in doped_change]
assert errors[0] < 0.01
assert 3 < errors[0] / errors[1] < 5   # quadratic lattice correction

# Worked numbers
quantum = const.e**2 / const.h
total = lower + upper
sheet_current = total * quantum * field
omega_zero = linear_curvature(cone(delta), 0.0, 0.0)
omega_fermi = linear_curvature(cone(delta), kf, 0.0)
side_velocity = -const.e * field * omega_zero[0] * 1e-18 / const.hbar
density = kf**2 / (4 * np.pi) * 1e14

print("TESTS OF THE ANOMALOUS VELOCITY (dimensionless, lowest band)")
print(f"test wave vector kx, ky = {k_test[0]:.1f}, {k_test[1]:.1f}")
for name, (slope, om) in zip(("two-band", "three-band"), driven):
    print(f"{name}: driven velocity slope = {slope:.6f}, curvature = {om:.6f}")
print("CONE PARAMETERS")
print(f"Delta = {delta*1e3:.0f} meV, full gap = {2*delta*1e3:.0f} meV")
print(f"mu = {mu*1e3:.0f} meV")
print(f"v = {speed:.1e} m/s, hbar v = {hv:.5f} eV nm")
print(f"electric field E_x = {field:.1e} V/m")
print("CONE RESULTS")
print(f"Fermi wave vector = {kf:.5f} 1/nm")
print(f"upper-band electron density = {density:.4e} 1/cm^2")
print(f"lower-band curvature at k=0 = {omega_zero[0]:.4f} nm^2")
print(f"upper-band curvature at k=0 = {omega_zero[1]:.4f} nm^2")
print(f"upper-band curvature at Fermi line = {omega_fermi[1]:.4f} nm^2")
print(f"lower-band anomalous v_y at k=0 = {side_velocity:.2f} m/s")
print(f"Fermi-circle Berry phase, upper band = {berry_phase:.5f} rad")
print(f"lower-band sigma_yx = {lower:.6f} e^2/h")
print(f"upper-band sigma_yx = {upper:.6f} e^2/h")
print(f"total sigma_yx = {total:.6f} e^2/h = {total*quantum*1e6:.4f} uS")
print(f"conductance quantum e^2/h = {quantum*1e6:.4f} uS")
print(f"transverse sheet current j_y = {sheet_current:.5f} A/m")
print("SCAN OF MU: sigma_yx by quadrature and by formula, e^2/h")
for level in (-0.2, -0.1, 0.0, 0.06, 0.1, 0.2):
    print(f"mu = {level*1e3:5.0f} meV: {sum(cone_hall(delta, level)):.6f}"
          f"  {hall_formula(delta, level):.6f}")
reverse = sum(cone_hall(-delta, mu))
print(f"Delta reversed, mu = {mu*1e3:.0f} meV: {reverse:.6f} e^2/h")
print(f"cutoff {cutoff:.1f} eV, mu = {mu*1e3:.0f} meV: {cut_hall:.6f} e^2/h")
print("LATTICE MODEL (energies dimensionless, sigma_yx in e^2/h)")
print(f"mass = +/-{small_mass:.2f}, doped level = {small_mu:.2f}")
print(f"in gap, mass +: {gap_plus + 0.0:.5f}; mass -: {gap_minus:.5f}")
print(f"doped change on mass reversal = {doped_change[0]:.6f}")
print(f"same with mass and level halved = {doped_change[1]:.6f}")
print(f"continuum value of the change = {small_mass/small_mu:.6f}")
print(f"ratio of the two lattice errors = {errors[0]/errors[1]:.3f}")
print("OK")
```

Running it gives:

```
TESTS OF THE ANOMALOUS VELOCITY (dimensionless, lowest band)
test wave vector kx, ky = 0.3, 0.2
two-band: driven velocity slope = 0.592003, curvature = 0.592003
three-band: driven velocity slope = -0.249112, curvature = -0.249112
CONE PARAMETERS
Delta = 50 meV, full gap = 100 meV
mu = 100 meV
v = 5.0e+05 m/s, hbar v = 0.32911 eV nm
electric field E_x = 1.0e+04 V/m
CONE RESULTS
Fermi wave vector = 0.26314 1/nm
upper-band electron density = 5.5104e+11 1/cm^2
lower-band curvature at k=0 = 21.6621 nm^2
upper-band curvature at k=0 = -21.6621 nm^2
upper-band curvature at Fermi line = -2.7078 nm^2
lower-band anomalous v_y at k=0 = -329.11 m/s
Fermi-circle Berry phase, upper band = -1.57080 rad
lower-band sigma_yx = 0.500000 e^2/h
upper-band sigma_yx = -0.250000 e^2/h
total sigma_yx = 0.250000 e^2/h = 9.6851 uS
conductance quantum e^2/h = 38.7405 uS
transverse sheet current j_y = 0.09685 A/m
SCAN OF MU: sigma_yx by quadrature and by formula, e^2/h
mu =  -200 meV: 0.125000  0.125000
mu =  -100 meV: 0.250000  0.250000
mu =     0 meV: 0.500000  0.500000
mu =    60 meV: 0.416667  0.416667
mu =   100 meV: 0.250000  0.250000
mu =   200 meV: 0.125000  0.125000
Delta reversed, mu = 100 meV: -0.250000 e^2/h
cutoff 1.0 eV, mu = 100 meV: 0.225000 e^2/h
LATTICE MODEL (energies dimensionless, sigma_yx in e^2/h)
mass = +/-0.05, doped level = 0.10
in gap, mass +: 0.00000; mass -: -1.00000
doped change on mass reversal = 0.498123
same with mass and level halved = 0.499531
continuum value of the change = 0.500000
ratio of the two lattice errors = 4.003
OK
```
